# Discrete multipole errors of PAW compensation charges sampled on a grid: a program that tests the result

```python
# PAW compensation charge n = sum_L Q_L g_L on a cubic grid (Hartree atomic units).
# s = r - R, S_L = s^l Y_L (l <= 2), g_L = N_l w S_L, w = (1 - s^2/rc^2)^3, <f> = h^3 sum_grid f.
# Result under test: M_LL'(R) = <g_L S_L'> depends on R (Poisson summation); gt = C g with
# C = M^-1 has exact multipoles; with q = C^T Q, W = C <g v>, grad_i S = T^i S the force is
#   F_i = -q.<d_Ri g v> + q.(d_Ri M).W = -W.T^i.Q - <(v - W.S) q.d_Ri g>.
import numpy as np, sympy as sp, itertools
from scipy.special import beta, gamma, spherical_jn
from scipy.constants import physical_constants as pc

rc, h, p, alpha = 1.5, 0.4, 3, 8.0
R0 = np.array([0.05, 0.12, 0.02])
Q = np.array([-4 / np.sqrt(4 * np.pi), 0.1, -0.2, 0.3, 0.05, -0.04, 0.03, 0.06, -0.02])
ls = np.array([0, 1, 1, 1, 2, 2, 2, 2, 2])
to_eVA = pc['Hartree energy in eV'][0] / (pc['Bohr radius'][0] * 1e10)
x, y, z = sp.symbols('x y z')
c1, c2 = sp.sqrt(3 / (4 * sp.pi)), sp.sqrt(15 / (4 * sp.pi))
polys = [1 / sp.sqrt(4 * sp.pi), c1 * x, c1 * y, c1 * z, c2 * x * y, c2 * y * z, c2 * x * z,
         sp.sqrt(5 / (16 * sp.pi)) * (2 * z**2 - x**2 - y**2), c2 / 2 * (x**2 - y**2)]
fS = [sp.lambdify((x, y, z), f, 'numpy') for f in polys]
fD = [[sp.lambdify((x, y, z), sp.diff(f, u), 'numpy') for f in polys] for u in (x, y, z)]
solid = lambda s: np.array([f(*s) + 0 * s[0] for f in fS])
dsolid = lambda s: np.array([[f(*s) + 0 * s[0] for f in row] for row in fD])
Nl = 2 / (rc**(2 * ls + 3) * beta(ls + 1.5, p + 1))
weight = lambda s: (1 - (s**2).sum(0) / rc**2)**p
def show(label, val, unit, fmt='.6e'):
    print(label, '=', ' '.join(format(t, fmt) for t in np.atleast_1d(val)), unit)

rng = np.random.default_rng(1)
pts = rng.normal(size=(3, 40))
T = np.array([np.linalg.lstsq(solid(pts).T, d.T, rcond=None)[0].T for d in dsolid(pts)])
pts2 = rng.normal(size=(3, 10))
assert np.abs(T @ solid(pts2) - dsolid(pts2)).max() < 1e-11

def points(R, hh, rad=rc):
    ax = [np.arange(int(np.floor((t - rad) / hh)), int(np.ceil((t + rad) / hh)) + 1) for t in R]
    n = np.array(np.meshgrid(*ax, indexing='ij')).reshape(3, -1)
    s = n * hh - R[:, None]
    m = (s**2).sum(0) < rad**2
    return n[:, m], s[:, m]

class Atom:
    def __init__(a, R):
        a.R = R
        a.n, a.s = points(R, h)
        a.w, a.S, dS = weight(a.s), solid(a.s), dsolid(a.s)
        dw = -2 * p * (1 - (a.s**2).sum(0) / rc**2)**(p - 1) * a.s / rc**2
        a.g = Nl[:, None] * a.w * a.S
        a.dg = -Nl[None, :, None] * (dw[:, None, :] * a.S[None] + a.w * dS)
        a.M = h**3 * a.g @ a.S.T
        a.dM = h**3 * (a.dg @ a.S.T - np.einsum('lp,imp->ilm', a.g, dS))
        a.C = np.linalg.inv(a.M)
    def rho(a, Qv=Q, corr=True):
        return (a.C.T @ Qv if corr else Qv) @ a.g
    def W(a, v):
        return a.C @ (h**3 * a.g @ v)
    def forces(a, v):  # uncorrected, naive (no dM), consistent, consistent in fit form
        q, W, t = a.C.T @ Q, a.W(v), h**3 * a.dg @ v
        fit = -np.einsum('l,ilm,m->i', W, T, Q) - h**3 * (a.dg @ (v - W @ a.S)) @ q
        return -t @ Q, -t @ q, -t @ q + np.einsum('l,ilm,m->i', q, a.dM, W), fit
def fd(fun, R, d=1e-4):
    return np.array([(fun(R + d * e) - fun(R - d * e)) / (2 * d) for e in np.eye(3)])

# continuum quadrature, exact for the polynomial integrands used here
xr, wr = np.polynomial.legendre.leggauss(12); ct, wt = np.polynomial.legendre.leggauss(8)
r_, c_, f_ = [t.ravel() for t in np.meshgrid(rc * (xr + 1) / 2, ct, np.arange(12) * np.pi / 6, indexing='ij')]
wq = (np.einsum('i,j->ij', wr * rc / 2, wt)[:, :, None] * np.full(12, np.pi / 6)).ravel() * r_**2
sq = r_ * np.array([np.sqrt(1 - c_**2) * np.cos(f_), np.sqrt(1 - c_**2) * np.sin(f_), c_])
gq = Nl[:, None] * weight(sq) * solid(sq)
assert np.abs((gq * wq) @ solid(sq).T - np.eye(9)).max() < 1e-12
nq = (Q @ gq) * wq

show('rc, h', [rc, h], 'bohr', '.2f'); show('R', R0, 'bohr', '.2f')
show('Q_L', Q, 'e bohr^l', '.4f'); show('N_0, N_1, N_2', Nl[[0, 1, 4]], 'bohr^-(2l+3)', '.6f')
# Gaussian shape: direct sums against the theta series
K1 = 2 * np.pi / h
_, sG = points(R0, h, 2.6)
gG = h**3 * (alpha / np.pi)**1.5 * np.exp(-alpha * (sG**2).sum(0))
eps, k = np.exp(-np.pi**2 / (alpha * h * h)), np.arange(1, 5)
th = np.array([1 + 2 * (eps**(k * k) * np.cos(k * K1 * t)).sum() for t in R0])
dipG = -(eps**(k * k) * k * K1 * np.sin(k * K1 * R0[0])).sum() / alpha * th[1] * th[2]
assert abs(gG.sum() - th.prod()) < 1e-12 and abs(gG @ sG[0] - dipG) < 1e-12
show('Gaussian alpha', alpha, 'bohr^-2', '.1f'); show('Gaussian eps', eps, '')
show('Gaussian unit charge error', gG.sum() - 1, 'e'); show('Gaussian spurious dipole x', gG @ sG[0], 'e bohr')

# compact shape: direct sums against the Bessel series
A0 = Atom(R0); nu = p + 1.5
form = lambda t, m=0: gamma(nu + 1) * (2 / t)**nu * np.sqrt(2 * t / np.pi) * spherical_jn(p + 1 + m, t)
nmax = 40
n = np.array(np.meshgrid(*[np.arange(-nmax, nmax + 1)] * 3, indexing='ij')).reshape(3, -1)
nn = np.sqrt((n**2).sum(0)); m = (nn > 0) & (nn <= nmax); n, nn = n[:, m], nn[m]
ph, x1 = K1 * (R0 @ n), K1 * rc
ch_series = (form(x1 * nn) * np.cos(ph)).sum()
dip_series = (-form(x1 * nn, 1) * rc * n[0] / nn * np.sin(ph)).sum()
env = gamma(nu + 1) * (2 / x1)**nu * np.sqrt(2 / (np.pi * x1))
tail = 1.5 * 2 * np.pi * env / nmax**2  # absolute bound on the dropped |n|^-5 terms
ch, dip = A0.M[0, 0] - 1, A0.M[0, 1] / np.sqrt(3)
assert abs(ch - ch_series) < tail and abs(ch) > 20 * tail
assert abs(dip - dip_series) < rc * tail and abs(dip) > 20 * rc * tail
print('grid points inside sphere =', A0.w.size)
show('K1 rc, form factor f(K1), envelope', [x1, form(x1), env], '')
show('unit charge error: direct, series', [ch, ch_series], 'e')
show('spurious dipole x: direct, series', [dip, dip_series], 'e bohr')
show('dipole x after charge-only rescaling', dip / A0.M[0, 0], 'e bohr')
dev = np.abs(A0.M - np.eye(9)).max()
show('max|M-1|, cond(M)', [dev, np.linalg.cond(A0.M)], '(a.u.)')
show('M_LL - 1 for 00, 1x, 2xy', np.diag(A0.M)[[0, 1, 4]] - 1, '')
shifts = [np.array(t) / 5 for t in itertools.product(range(5), repeat=3)]
Ms = np.array([Atom(t * h).M for t in shifts])
assert np.abs(Ms.mean(0) - np.eye(9)).max() < 0.02 * dev
assert np.abs(Atom(R0 + h * np.array([1, -2, 3])).M - A0.M).max() < 1e-12
assert np.abs(fd(lambda R: Atom(R).M, R0) - A0.dM).max() < 1e-5
show('max|cell average of M - 1|', np.abs(Ms.mean(0) - np.eye(9)).max(), '(a.u.)', '.2e')
show('M00-1 over cell: min, max', [Ms[:, 0, 0].min() - 1, Ms[:, 0, 0].max() - 1], '')
amp, ratios = [], np.array([3.75, 7.75, 15.75])
for rt in ratios:
    hh = rc / rt
    a1 = np.mean([hh**3 * Nl[0] / (4 * np.pi) * weight(points(t * hh, hh)[1]).sum()
                  * np.cos(2 * np.pi * t[0]) for t in shifts])
    assert abs(a1 / form(2 * np.pi * rt) - 1) < 0.01  # aliasing of the 5^3 shift sampling
    amp.append(a1)
slope = np.log(amp[1] / amp[2]) / np.log(ratios[2] / ratios[1])
assert abs(slope - (p + 2)) < 0.1
show('first harmonic at rc/h 3.75 7.75 15.75', amp, '', '.4e'); show('observed power of h', slope, '', '.3f')
_, sc = points(np.zeros(3), 1.25)
rank = np.linalg.matrix_rank((solid(sc) * weight(sc)) @ solid(sc).T, tol=1e-10)
assert rank < 9
print('h = 1.25 bohr, R = 0: points =', sc.shape[1], ' rank of M =', rank)

# minimum-norm property and far field
sw = np.sqrt(A0.w)
umin = np.linalg.lstsq(h**3 * A0.S * sw, (np.eye(9) - A0.M).T, rcond=None)[0].T
assert np.abs(umin * sw - (A0.C @ A0.g - A0.g)).max() < 1e-11
show('deposited charge: raw, corrected', [h**3 * A0.rho(corr=c).sum() for c in (False, True)], 'e', '.10f')
show('q - Q for 00, 1x, 2xy', (A0.C.T @ Q - Q)[[0, 1, 4]], 'e bohr^l')
dirs = rng.normal(size=(3, 12)); dirs /= np.linalg.norm(dirs, axis=0); dirs = np.hstack([dirs, -dirs])
def far_err(d, corr):
    P = d * dirs
    V = h**3 * (A0.rho(corr=corr) / np.linalg.norm(P[:, :, None] - A0.s[:, None, :], axis=0)).sum(1)
    return np.sqrt(np.mean((V - (4 * np.pi / (2 * ls + 1) * Q / d**(2.0 * ls + 1)) @ solid(P))**2))
for corr, power, name in ((False, 1, 'raw'), (True, 4, 'corrected')):
    e1, e2 = far_err(40.0, corr), far_err(80.0, corr)
    assert abs(np.log2(e1 / e2) - power) < 0.05
    show('far-field rms error 40, 80 bohr, ' + name, [e1, e2], 'Ha', '.3e')
    show('  decay power', np.log2(e1 / e2), '', '.3f')

# external harmonic potentials
v0, av = -1.0, np.array([0.05, -0.02, 0.03])
B = np.array([[0.02, 0.01, 0], [0.01, -0.03, 0.005], [0, 0.005, 0.01]])
vquad = lambda r: v0 + av @ r + 0.5 * (r * (B @ r)).sum(0)
def Eext(R, vf, corr=True):
    a = Atom(R); return h**3 * a.rho(corr=corr) @ vf(a.s + R[:, None])
rq, r0 = sq + R0[:, None], A0.s + R0[:, None]
Eex, Fex = nq @ vquad(rq), -(av[:, None] + B @ rq) @ nq
Fu, Fn, Fc, Ff = A0.forces(vquad(r0))
assert abs(Eext(R0, vquad) - Eex) < 1e-11 and abs(Eext(R0, vquad, False) - Eex) > 1e-5
assert np.abs(Fc - Fex).max() < 1e-11 and np.abs(Ff - Fex).max() < 1e-11
assert np.abs(Fu - Fex).max() > 1e-3 and np.abs(Fn - Fex).max() > 1e-3
assert np.abs(Fu + fd(lambda R: Eext(R, vquad, False), R0)).max() < 1e-6
show('v0 (Ha), a (Ha/bohr)', [v0, *av], '', '.2f')
show('B xx yy zz xy xz yz', [B[0, 0], B[1, 1], B[2, 2], B[0, 1], B[0, 2], B[1, 2]], 'Ha/bohr^2', '.3f')
show('E raw, corrected, exact', [Eext(R0, vquad, False), Eext(R0, vquad), Eex], 'Ha', '.8f')
for nm, F in (('uncorrected', Fu), ('naive', Fn), ('consistent', Fc), ('exact', Fex)):
    show('quadratic v, F ' + nm, F, 'Ha/bohr', '.8f')
show('quadratic v, |F uncorrected - exact|', np.linalg.norm(Fu - Fex) * to_eVA, 'eV/Angstrom', '.4f')
_, Fn1, Fc1, _ = A0.forces(vquad(r0) + 1.0)
q0 = A0.C.T @ Q
assert np.abs(Fc1 - Fc).max() < 1e-11
assert np.abs(Fn1 - Fn + fd(lambda R: h**3 * (q0 @ Atom(R).g).sum(), R0)).max() < 1e-6
show('naive force shift for v -> v + 1 Ha', Fn1 - Fn, 'Ha/bohr', '.6f')
vcub = lambda r: 0.01 * r[0] * r[1] * r[2]
Fex3 = -0.01 * np.array([rq[1] * rq[2], rq[0] * rq[2], rq[0] * rq[1]]) @ nq
Fc3 = A0.forces(vcub(r0))[2]
assert np.abs(Fc3 + fd(lambda R: Eext(R, vcub), R0)).max() < 1e-8 and np.abs(Fc3 - Fex3).max() > 1e-7
show('v = 0.01 xyz: F consistent - exact', Fc3 - Fex3, 'Ha/bohr', '.3e')
r2err = h**3 * A0.rho() @ (A0.s**2).sum(0) - nq @ r_**2
assert abs(r2err) > 1e-6
show('s^2 moment error after correction', r2err, 'e bohr^2', '.3e')

# periodic Hartree energy, two atoms plus a fixed smooth density
N = 24
kk = 2 * np.pi * np.fft.fftfreq(N, h)
G2 = kk[:, None, None]**2 + kk[None, :, None]**2 + kk[None, None, :]**2
G2[0, 0, 0] = 1.0; kern = 4 * np.pi / G2; kern[0, 0, 0] = 0.0
X, Y, Z = np.meshgrid(*[np.arange(N) * h] * 3, indexing='ij')
smooth = sum(np.exp(-0.5 * ((X - c)**2 + (Y - 4.8)**2 + (Z - 4.8)**2)) for c in (3.6, 6.0))
smooth *= 8 / (h**3 * smooth.sum())
R1, R2 = R0 + np.array([3.2, 4.8, 4.8]), np.array([6.53, 4.87, 5.11])
A2 = Atom(R2)
def hartree(parts, bg, corr=True):
    rho = bg.copy()
    for a, Qv in parts:
        rho[tuple(a.n % N)] += a.rho(Qv, corr)
    v = np.fft.ifftn(np.fft.fftn(rho) * kern).real
    return 0.5 * h**3 * (rho * v).sum(), v, h**3 * rho.sum()
A1 = Atom(R1)
EH, v, net = hartree([(A1, Q), (A2, Q)], smooth)
v1 = v[tuple(A1.n % N)]
_, Fn, Fc, Ff = A1.forces(v1)
Ffd = -fd(lambda R: hartree([(Atom(R), Q), (A2, Q)], smooth)[0], R1)
assert np.abs(Fc - Ffd).max() < 1e-6 and np.abs(Ff - Ffd).max() < 1e-6
assert np.abs(Fn - Ffd).max() > 1e-3
EQ = lambda Qv: hartree([(A1, Qv), (A2, Q)], smooth)[0]
Wfd = np.array([(EQ(Q + 1e-3 * e) - EQ(Q - 1e-3 * e)) / 2e-3 for e in np.eye(9)])
W, W0, s1 = A1.W(v1), h**3 * A1.g @ v1, np.sqrt(A1.w)
assert np.abs(W - Wfd).max() < 1e-8 and np.abs(W0 - Wfd).max() > 1e-4
assert np.abs(np.linalg.lstsq((A1.S * s1).T, v1 * s1, rcond=None)[0] - W).max() < 1e-9
show('cell length', N * h, 'bohr', '.1f'); show('R1, R2', [*R1, *R2], 'bohr', '.2f')
show('net cell charge: raw, corrected', [hartree([(A1, Q), (A2, Q)], smooth, False)[2], net], 'e', '.3e')
show('Hartree energy', EH, 'Ha', '.6f')
show('W_00: raw, corrected, finite diff', [W0[0], W[0], Wfd[0]], 'Ha/e', '.7f')
for nm, F in (('naive', Fn), ('consistent', Fc), ('finite diff', Ffd)):
    show('Hartree F1 ' + nm, F, 'Ha/bohr', '.7f')
show('  multipole part -W.T.Q', -np.einsum('l,ilm,m->i', W, T, Q), 'Ha/bohr', '.7f')
show('Hartree F1 consistent', Fc * to_eVA, 'eV/Angstrom', '.4f')
show('|F1 naive - consistent|', np.linalg.norm(Fn - Fc) * to_eVA, 'eV/Angstrom', '.4f')
scan = [Atom(R1 + np.array([t * h / 10, 0, 0])) for t in range(10)]
egg = [np.ptp([hartree([(a, Q)], 0 * smooth, c)[0] for a in scan]) for c in (False, True)]
assert egg[1] > 1e-6
show('single-atom self-energy', hartree([(A1, Q)], 0 * smooth)[0], 'Ha', '.5f')
show('its peak-to-peak along x: raw, corrected', egg, 'Ha', '.3e')
print('verified')
```

It prints:

```
rc, h = 1.50 0.40 bohr
R = 0.05 0.12 0.02 bohr
Q_L = -1.1284 0.1000 -0.2000 0.3000 0.0500 -0.0400 0.0300 0.0600 -0.0200 e bohr^l
N_0, N_1, N_2 = 5.833333 9.506173 10.984911 bohr^-(2l+3)
Gaussian alpha = 8.0 bohr^-2
Gaussian eps = 4.480398e-04 
Gaussian unit charge error = 1.209071e-03 e
Gaussian spurious dipole x = -6.224166e-04 e bohr
grid points inside sphere = 222
K1 rc, form factor f(K1), envelope = 2.356194e+01 -1.196260e-04 1.301296e-04 
unit charge error: direct, series = -3.208985e-04 -3.208987e-04 e
spurious dipole x: direct, series = 1.264910e-04 1.264913e-04 e bohr
dipole x after charge-only rescaling = 1.265316e-04 e bohr
max|M-1|, cond(M) = 4.433801e-03 1.011283e+00 (a.u.)
M_LL - 1 for 00, 1x, 2xy = -3.208985e-04 -1.250061e-03 -6.997384e-04 
max|cell average of M - 1| = 5.86e-06 (a.u.)
M00-1 over cell: min, max = -4.424217e-04 7.347638e-04 
first harmonic at rc/h 3.75 7.75 15.75 = -1.1952e-04 -3.3873e-06 -9.9028e-08 
observed power of h = 4.981 
h = 1.25 bohr, R = 0: points = 7  rank of M = 6
deposited charge: raw, corrected = -3.9987776880 -4.0000000000 e
q - Q for 00, 1x, 2xy = -3.484763e-04 6.413898e-04 6.172300e-06 e bohr^l
far-field rms error 40, 80 bohr, raw = 3.058e-05 1.528e-05 Ha
  decay power = 1.001 
far-field rms error 40, 80 bohr, corrected = 4.677e-10 2.921e-11 Ha
  decay power = 4.001 
v0 (Ha), a (Ha/bohr) = -1.00 0.05 -0.02 0.03 
B xx yy zz xy xz yz = 0.020 -0.030 0.010 0.010 0.000 0.005 Ha/bohr^2
E raw, corrected, exact = 4.03571142 4.03696976 4.03696976 Ha
quadratic v, F uncorrected = 0.19582587 -0.11581124 0.12524018 Ha/bohr
quadratic v, F naive = 0.19584339 -0.11567025 0.12525452 Ha/bohr
quadratic v, F consistent = 0.20880000 -0.10939655 0.11910669 Ha/bohr
quadratic v, F exact = 0.20880000 -0.10939655 0.11910669 Ha/bohr
quadratic v, |F uncorrected - exact| = 0.8083 eV/Angstrom
naive force shift for v -> v + 1 Ha = 0.013420 0.006354 -0.006296 Ha/bohr
v = 0.01 xyz: F consistent - exact = -2.315e-06 -6.059e-06 9.578e-06 Ha/bohr
s^2 moment error after correction = 1.572e-03 e bohr^2
cell length = 9.6 bohr
R1, R2 = 3.25 4.92 4.82 6.53 4.87 5.11 bohr
net cell charge: raw, corrected = 2.008e-04 2.785e-15 e
Hartree energy = 6.320316 Ha
W_00: raw, corrected, finite diff = -6.3199362 -6.3221471 -6.3221471 Ha/e
Hartree F1 naive = 1.6208486 -0.7866921 0.3793059 Ha/bohr
Hartree F1 consistent = 1.6412876 -0.7773951 0.3722235 Ha/bohr
Hartree F1 finite diff = 1.6412875 -0.7773951 0.3722235 Ha/bohr
  multipole part -W.T.Q = 2.5018944 -2.3108448 2.5462154 Ha/bohr
Hartree F1 consistent = 84.3984 -39.9753 19.1405 eV/Angstrom
|F1 naive - consistent| = 1.2107 eV/Angstrom
single-atom self-energy = 7.67924 Ha
its peak-to-peak along x: raw, corrected = 4.426e-03 5.702e-03 Ha
verified
```
